\section*{Thermionic Current over a Schottky Barrier from a Kane Band}

\section*{Problem}

Electrons leave an n-type semiconductor for a metal by passing over a Schottky barrier. The conduction band is isotropic and obeys the Kane relation
\begin{equation}
\varepsilon(1+\alpha\varepsilon)=\frac{k^2}{2m},
\label{eq:kane}
\end{equation}
where $\varepsilon$ is measured from the local band edge, $m$ is the mass at that edge and $\alpha$ is the nonparabolicity. The top of the barrier lies $\phi_B$ above the Fermi level.

(a) Find the ratio of the thermionic current to that of a parabolic band with the same $m$, $\phi_B$ and temperature $T$. Evaluate it for $\alpha=1.2$ per eV at 300 K.

(b) The electrons start in the bulk, where the band edge lies lower than the barrier top by the band bending $V_b$. Show that counting them there gives the same current.

(c) Judge what the result means for a contact with $m=0.04$ and $\phi_B=0.250$ eV.

The algebra uses atomic units, so $\hbar$, the electron mass and the elementary charge are 1, and $kT$ denotes the thermal energy. $J$ is the flux from semiconductor to metal; in these units it is also the magnitude of the current density. Assume Boltzmann statistics, a conserved wave vector $\mathbf k_t$ parallel to the contact, no scattering near the barrier, and transmission equal to one above the barrier and zero below it.

\section*{Hints}

\begin{enumerate}
\item Count the electrons at the barrier top, where every electron moving towards the metal escapes. Their normal velocity is $v_x=\partial\varepsilon/\partial k_x$.
\item Do not split the energy into a normal and a transverse part: equation~(\ref{eq:kane}) does not allow it. Hold $\mathbf k_t$ fixed and integrate over $k_x$ first.
\item Then use as variable the energy $\varepsilon_t$ of an electron that has wave vector $\mathbf k_t$ and $k_x=0$.
\item For the bulk count, two quantities are conserved on the way up: the total energy and $\mathbf k_t$. Ask what the smallest bulk $k_x$ is for a given $\mathbf k_t$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The current at the barrier top}

There are $2/(2\pi)^3$ states per unit volume of space and of $\mathbf k$ space, the 2 being for spin. At the barrier top a state of kinetic energy $\varepsilon$ lies $\phi_B+\varepsilon$ above the Fermi level, so
\begin{equation}
J=\frac{2}{(2\pi)^3}\int d^2k_t\int_0^\infty dk_x\,
\frac{\partial\varepsilon}{\partial k_x}\,e^{-(\phi_B+\varepsilon)/kT}.
\label{eq:def}
\end{equation}
At fixed $\mathbf k_t$ the velocity times $dk_x$ is $d\varepsilon$. The energy rises steadily with $k_x$, from $\varepsilon_t$ at $k_x=0$, where
\begin{equation}
\varepsilon_t(1+\alpha\varepsilon_t)=\frac{k_t^2}{2m}.
\label{eq:et}
\end{equation}
The inner integral is therefore
\begin{equation}
\int_{\varepsilon_t}^{\infty}d\varepsilon\,e^{-(\phi_B+\varepsilon)/kT}
=kT\,e^{-(\phi_B+\varepsilon_t)/kT}.
\label{eq:inner}
\end{equation}
The shape of the band enters this expression through $\varepsilon_t$ alone. A lower velocity along $x$ is compensated by a higher density of states along $x$, as in any one-dimensional channel.

The transverse integral remains. With $d^2k_t=\pi\,d(k_t^2)$ after the angular integration, and with the differential of equation~(\ref{eq:et}),
\begin{equation}
d(k_t^2)=2m(1+2\alpha\varepsilon_t)\,d\varepsilon_t ,
\label{eq:dk}
\end{equation}
the flux becomes
\begin{align}
J&=\frac{2}{8\pi^3}\,\pi\,(2m)\,kT\,e^{-\phi_B/kT}
\int_0^\infty d\varepsilon_t\,(1+2\alpha\varepsilon_t)\,e^{-\varepsilon_t/kT}
\nonumber\\
&=\frac{m\,kT}{2\pi^2}\,e^{-\phi_B/kT}\left[kT+2\alpha(kT)^2\right],
\end{align}
because $\int_0^\infty e^{-\varepsilon/kT}d\varepsilon=kT$ and $\int_0^\infty\varepsilon\,e^{-\varepsilon/kT}d\varepsilon=(kT)^2$. Hence
\begin{equation}
J=\frac{m(kT)^2}{2\pi^2}\,e^{-\phi_B/kT}\,(1+2\alpha kT),
\qquad
\frac{J}{J_{\rm par}}=1+2\alpha kT .
\label{eq:result}
\end{equation}

At 300 K, $kT=0.02585$ eV, so $\alpha kT=1.2\times0.02585=0.0310$ and
\begin{equation}
\frac{J}{J_{\rm par}}=1+2\times0.0310=1.062 .
\end{equation}
The enhancement is 6.2 percent, or about 6 percent.

The gain comes from equation~(\ref{eq:dk}). Below a given transverse energy, the Kane band holds more transverse wave vectors than the parabolic band, and each of them is a channel that carries the flux of equation~(\ref{eq:inner}). The electrons do not move faster, as Variation 1 shows.

For the dispersion~(\ref{eq:kane}) with Boltzmann statistics the series in $\alpha$ stops at the linear term, since $k_t^2$ is a quadratic polynomial in $\varepsilon_t$. For a real band the term is a leading correction: $k^2$ then has further powers of $\varepsilon$, and each adds a higher power of $kT$.

Two limits help to place the result. For $\alpha kT\to0$ the usual Richardson law returns. For $\alpha kT\gg1$, equation~(\ref{eq:kane}) tends to a linear band $\varepsilon=ck$ with $c=1/\sqrt{2m\alpha}$, and the flux tends to
\begin{equation}
J\to\frac{\alpha m(kT)^3}{\pi^2}e^{-\phi_B/kT}
=\frac{(kT)^3}{2\pi^2c^2}e^{-\phi_B/kT}.
\end{equation}
The power of temperature in front changes from two to three. This second limit is a property of the formula; at such energies the Kane relation with one constant $\alpha$ need not describe a semiconductor.

Between these limits the enhancement grows with temperature. At 400 K, with $\alpha$ held fixed, it is 8.3 percent. If $\phi_B$ does not depend on temperature, the slope of $\ln(J/T^2)$ against $1/kT$ then gives an apparent barrier
\begin{equation}
-\frac{d\ln(J/T^2)}{d(1/kT)}
=\phi_B+\frac{2\alpha(kT)^2}{1+2\alpha kT},
\end{equation}
which at 300 K exceeds $\phi_B$ by $0.0620\times0.02585/1.062=0.0015$ eV.

\subsection*{(b) The same current counted in the bulk}

In the bulk the band edge lies $\phi_B-V_b$ above the Fermi level, so the Boltzmann factor is $\exp[-(\phi_B-V_b+\varepsilon)/kT]$. An electron with bulk kinetic energy $\varepsilon$ arrives at the top with $\varepsilon-V_b$. It must still have at least the energy $\varepsilon_t$ that goes with its conserved $\mathbf k_t$. The condition for escape is
\begin{equation}
\varepsilon\ge V_b+\varepsilon_t .
\label{eq:cross}
\end{equation}
The integral over $k_x$ now starts at this energy:
\begin{equation}
\int_{V_b+\varepsilon_t}^\infty d\varepsilon\,
e^{-(\phi_B-V_b+\varepsilon)/kT}=kT\,e^{-(\phi_B+\varepsilon_t)/kT}.
\end{equation}
This is equation~(\ref{eq:inner}) again, and the transverse integral is unchanged. The two counts agree, and $V_b$ drops out at fixed $\phi_B$.

The smallest bulk $k_x$ that satisfies the condition follows from equation~(\ref{eq:kane}) at $\varepsilon=V_b+\varepsilon_t$, after subtraction of equation~(\ref{eq:et}):
\begin{align}
\frac{k_{x,\min}^2}{2m}
&=(V_b+\varepsilon_t)\left[1+\alpha(V_b+\varepsilon_t)\right]
-\varepsilon_t(1+\alpha\varepsilon_t)\nonumber\\
&=V_b(1+\alpha V_b)+2\alpha V_b\varepsilon_t .
\end{align}
In a parabolic band the last term is absent and one threshold serves all electrons. In a Kane band the threshold rises with transverse energy.

Suppose that the last term is dropped. The integral over $k_x$ then starts at an energy $\eta$ given by $\eta(1+\alpha\eta)=V_b(1+\alpha V_b)+k_t^2/2m$. As $k_t$ grows from zero, $\eta$ grows from $V_b$, with $d(k_t^2)=2m(1+2\alpha\eta)\,d\eta$. The supposed ratio would be
\begin{equation}
\int_{V_b}^\infty\frac{d\eta}{kT}(1+2\alpha\eta)e^{-(\eta-V_b)/kT}
=1+2\alpha(V_b+kT).
\end{equation}
For $V_b=0.110$ eV, the value found in part (c), this is $1+2.4\times(0.110+0.02585)=1.326$. The error is several times larger than the true enhancement.

\subsection*{(c) What the result means for a contact}

With $m=0.04$ and $\phi_B=0.250$ eV the exponent is $\phi_B/kT=0.250/0.02585=9.67$. In SI units the parabolic prefactor is $e\,m\,m_e(kT)^2/(2\pi^2\hbar^3)$, with $m_e$ the free-electron mass, and the current densities are
\begin{equation}
J_{\rm par}=27.3\ {\rm A/cm^2},\qquad
J=1.062\times27.3=29.0\ {\rm A/cm^2}.
\end{equation}
A barrier lower by $kT\ln1.062=0.0016$ eV would produce the same change. To see the enhancement in an absolute current, one would have to know the barrier more closely than that.

The parameters are round numbers in the regime of a metal on lightly doped n-type In$_{0.53}$Ga$_{0.47}$As, for which rough typical values are a gap $E_g=0.75$ eV, a split-off energy $\Delta=0.35$ eV and a relative permittivity $K=14$. In a two-band model the energy is $\varepsilon=E'+k^2/2$ with $E'(1+E'/E_g)=Ck^2/2$ and $1+C=1/m$. To second order in $k^2$, $\varepsilon=k^2/2m-(C^2/E_g)(k^2/2)^2$, while equation~(\ref{eq:kane}) gives $\varepsilon=k^2/2m-\alpha(k^2/2m)^2$. Hence $\alpha=(mC)^2/E_g=(1-m)^2/E_g=1.23$ per eV, close to the value used. For donors of $10^{15}$ per cm$^3$, all ionized, the density formula of Variation 1 puts the bulk band edge 0.140 eV above the Fermi level, which leaves $V_b=0.250-0.140=0.110$ eV. Contact layers meant to be ohmic may be doped to roughly $10^{19}$ per cm$^3$, where tunnelling replaces thermionic emission, as estimated below.

\emph{Band model.} Integration of $d(k_t^2)$ by parts turns the ratio for any isotropic band with $\varepsilon$ rising in $k$ into
\begin{equation}
\frac{J}{J_{\rm par}}=\frac{1}{(kT)^2}\int_0^\infty d\varepsilon\,
\frac{k^2(\varepsilon)}{2m}\,e^{-\varepsilon/kT}.
\end{equation}
The three-band Kane model replaces the relation for $E'$ by
\begin{equation}
E'(E'+E_g)(E'+E_g+\Delta)\propto k^2\left(E'+E_g+\tfrac23\Delta\right),
\end{equation}
with the factor of proportionality fixed by $m$. The trapezoidal rule then gives a ratio of 1.058 in place of 1.062.

\emph{Tunnelling.} In the depletion approximation, for donor density $N$, the field at the contact is $F=\sqrt{8\pi NV_b/K}$, here 0.0053 MV/cm, and the layer is $W=2V_b/F=4100$ angstrom wide. This ignores the electrons near the edge of the layer. Since $V_b$ is only about $4kT$, they lower the field at the contact by about 12 percent, which the estimates below leave out. Let $w$ be the energy by which an electron falls short of the local threshold $\varepsilon_t$. Equation~(\ref{eq:kane}), continued to $\varepsilon=\varepsilon_t-w$, gives the decay constant $\gamma$:
\begin{equation}
\frac{\gamma^2}{2m}=\varepsilon_t(1+\alpha\varepsilon_t)
-(\varepsilon_t-w)\left[1+\alpha(\varepsilon_t-w)\right]
=w\left[1+\alpha(2\varepsilon_t-w)\right].
\end{equation}
With the WKB transmission $\exp(-2\int\gamma\,dx)$ below the barrier, numerical quadrature over energy and $\mathbf k_t$ multiplies the parabolic current by 1.213 and the Kane current by 1.208, in the same potential. For this sharp barrier top, and in this approximation, tunnelling thus adds roughly 20 percent to either current, while their ratio moves only to 1.058. The Kane factor is the smaller because $\gamma$ exceeds its parabolic value wherever $w<2\varepsilon_t$, and this region outweighs the rest. The WKB figure overstates the gain, because it comes from the few meV just below the top, where WKB takes the transmission as close to one. For the parabolic band, the wave equation solved with an abrupt step to a free-electron metal of Fermi energy 5 eV gives a transmission of only 0.36 at the top, and the flux below the top is then about 14 percent of the flux above it.

For an electron at the bulk band edge with $\mathbf k_t=0$ in the parabolic band, the WKB exponent is $W\sqrt{2mV_b}=V_b/E_{00}$, with $E_{00}=\tfrac12\sqrt{4\pi N/(mK)}$. Here $E_{00}=0.0008$ eV, far below $kT$. It grows as $\sqrt N$, so at $10^{19}$ per cm$^3$ it would be a hundred times larger, about 0.08 eV. That exceeds $kT$, and equation~(\ref{eq:result}) no longer describes the current.

\emph{Image force.} At distance $x$ from the metal, the field and the attraction of an electron to its image together lower the band edge by $Fx+1/(4Kx)$ from the ideal barrier top. The least lowering, which marks the new barrier top, is $\sqrt{F/K}=0.0074$ eV. It multiplies the current by $e^{0.0074/0.02585}=1.33$. If both bands are given the same lowering, it cancels in the ratio. The image force also rounds the barrier top, which the tunnelling estimate took as sharp, so the two factors must not be multiplied.

\emph{Scattering.} Near the contact let $n(x)$ be the electron density, $n_0$ its equilibrium value at the barrier top and $\mu$ the mobility. The flux towards the metal is $J=\mu kT\,n'-\mu Fn$, with the solution $n=n_0e^{Fx/kT}-J/(\mu F)$ in a constant field; the coefficient of the exponential is $n_0$ because far from the contact $n$ must approach its equilibrium form $n_0e^{Fx/kT}$. The contact removes $J=v_Rn(0)$, where $v_R=\sqrt{kT/2\pi m}$ is the parabolic emission velocity. Elimination of $n(0)$ gives
\begin{equation}
J=\frac{v_Rn_0}{1+v_R/(\mu F)} .
\end{equation}
For a rough mobility of $10^4$ cm$^2$/Vs, $v_R=1.35\times10^7$ cm/s and $\mu F=5.3\times10^7$ cm/s, so the current falls to roughly 0.8 of its ideal value; with the self-consistent potential of the layer in place of a constant field the same estimate gives about 0.75. This gives the size of the effect only: for these numbers the mean free path exceeds $kT/F$, the distance over which the equilibrium density changes by a factor $e$, and a diffusion equation is then not accurate. The mean free path, about 1200 angstrom, is on the other hand shorter than $W$, so the collision-free path from the bulk to the top used in part (b) is an idealization for this contact.

\emph{Reflection.} At a sudden step between velocities $v_1$ and $v_2$ the transmission is $4v_1v_2/(v_1+v_2)^2$. For a parabolic electron of energy $kT$ at normal incidence on a free-electron metal with a rough Fermi energy of 5 eV, this is roughly 0.8. Slower electrons are reflected more strongly, and the average over the emitted flux is about 0.67.

These last two estimates use parabolic velocities, so they size the change in absolute current but not the change in the ratio. That change need not be small: with the Kane group velocity in the step formula the ratio falls to about 1.03, a value that depends on the matching rule assumed at the contact. The Boltzmann assumption, in contrast, is safe here: with Fermi statistics the Kane current changes by a relative $-1.5\times10^{-5}$. The 6 percent is thus a statement about the ideal thermionic term at a common barrier. It does not predict a measured current to that accuracy.

\section*{Variation 1: fixed electron density}

\emph{Compare the two bands at equal bulk density $n$ and equal band bending $V_b$, instead of equal $\phi_B$.}

Let the bulk band edge lie $\xi$ above the Fermi level, so that $\phi_B=\xi+V_b$. From $k^2dk=\tfrac12k\,d(k^2)$ and equation~(\ref{eq:kane}), with $x=\varepsilon/kT$ and $a=\alpha kT$,
\begin{equation}
n=\frac{1}{\pi^2}\int_0^\infty k^2dk\,e^{-(\xi+\varepsilon)/kT}
=2\left(\frac{m\,kT}{2\pi}\right)^{3/2}R\,e^{-\xi/kT},
\end{equation}
\begin{equation}
R=\frac{2}{\sqrt\pi}\int_0^\infty dx\,\sqrt{x(1+ax)}\,(1+2ax)\,e^{-x}.
\end{equation}
To first order in $a$, $\sqrt{1+ax}\,(1+2ax)=1+\tfrac52ax$. The mean of $x$ with weight $\sqrt x\,e^{-x}$ is $\tfrac32$, so $R=1+\tfrac{15}{4}a$ to this order. Numerical quadrature of the full integral gives $R=1.119$.

At fixed $n$ the factor $e^{-\xi/kT}$ is smaller by $1/R$ in the Kane band. With $V_b$ also fixed, equation~(\ref{eq:result}) gives
\begin{equation}
\frac{J}{J_{\rm par}}=\frac{1+2a}{R}=1-\tfrac74a+O(a^2),
\end{equation}
which is $1.062/1.119=0.949$ with the full $R$. The current now falls by 5 percent. This is also the change in flux per electron, and so in the mean normal speed: the Kane band holds more states at a given energy, but its electrons are slower.

Which comparison applies depends on what the contact fixes. If the interface fixes $\phi_B$ and the donors fix $n$, the band bending adjusts: it is smaller by $kT\ln R=0.0029$ eV in the Kane band, and the gain of 6 percent stands.

\section*{Variation 2: the heat that goes with the charge}

\emph{Find the mean energy that an emitted electron carries.}

Insert a factor $\varepsilon$ into equation~(\ref{eq:def}). At fixed $\mathbf k_t$,
\begin{equation}
\int_{\varepsilon_t}^\infty\varepsilon\,e^{-\varepsilon/kT}d\varepsilon
=kT(\varepsilon_t+kT)\,e^{-\varepsilon_t/kT}.
\end{equation}
Divide the transverse integral of this by that of equation~(\ref{eq:inner}). With $x=\varepsilon_t/kT$, the mean energy above the barrier top is
\begin{equation}
\langle\varepsilon\rangle
=kT\,\frac{\int_0^\infty(1+2ax)(x+1)e^{-x}dx}
{\int_0^\infty(1+2ax)e^{-x}dx}
=2kT\,\frac{1+3a}{1+2a},
\end{equation}
since the upper integral is $1+1+2a(2+1)=2+6a$. The parabolic value is $2kT=0.0517$ eV. The Kane value is $0.0517\times1.093/1.062=0.0532$ eV, higher by 3 percent, because the added channels lie at higher transverse energy.

The heat removed from the semiconductor per electron is counted from the Fermi level, and is $\phi_B+\langle\varepsilon\rangle=0.250+0.0532=0.303$ eV. The barrier makes up most of it, so nonparabolicity raises the heat per electron by only 0.5 percent. At fixed $\phi_B$ the total heat flux rises by nearly 7 percent, mainly because more electrons cross.

All numerical values are calculated from the stated model.
